# Critical Frank-Kamenetskii parameter for ac thermal breakdown of a dielectric slab

If the dielectric loss of an insulator is taken at the temperature of its electrodes, the heat equation returns a finite temperature rise for every applied voltage, proportional to the square of that voltage. It gives no warning of breakdown. If instead the loss grows exponentially with temperature, as assumed here, the extra loss warms the material further, and beyond a definite voltage no steady temperature distribution exists. What has to be found is the largest voltage at which conduction to the electrodes can still balance the heating, and this requires the nonlinear equation.

Consider a slab $-a\le x\le a$, wide compared with its thickness $2a$, so that temperature and field depend on $x$ alone. Electrodes on both faces hold them at temperature $T_0$, and an ac voltage of amplitude $V_0$ acts between them. The thermal conductivity $\kappa$ and the heat capacity per volume $C$ are constants. In Gaussian units, with time factor $e^{-i\omega t}$, the permittivity is $\varepsilon=\varepsilon'+i\varepsilon''$, where $\varepsilon'$ is constant and

$$
\varepsilon''(T)=\varepsilon''_0\,e^{\alpha(T-T_0)} .
$$

For a field $E=E_0\cos\omega t$ the displacement is the real part of $\varepsilon E_0e^{-i\omega t}$, namely $D=E_0(\varepsilon'\cos\omega t+\varepsilon''\sin\omega t)$. The temperature hardly changes in one cycle, so $\varepsilon''$ is held fixed in the time derivative, and the mean power delivered per volume is

$$
q=\frac{1}{4\pi}\Big\langle E\frac{dD}{dt}\Big\rangle_t
=\frac{\omega E_0^2}{4\pi}\big\langle-\varepsilon'\sin\omega t\cos\omega t+\varepsilon''\cos^2\omega t\big\rangle_t
=\frac{\omega\varepsilon''E_0^2}{8\pi}.
$$

The first term averages to zero because it describes energy stored and returned. The second contains $\langle\cos^2\omega t\rangle_t=1/2$. Here $E_0$ is the peak field; in terms of the rms field the denominator is $4\pi$.

The field needs a word of justification, because it is the complex displacement amplitude $D$, and not the field, that is strictly uniform across the slab. Let $t_0=\varepsilon''_0/\varepsilon'$ be the loss tangent at the faces (a number, not a time), let $\theta=\alpha(T-T_0)$, and let $p=t_0e^{\theta}$ be the local loss tangent. Then $\varepsilon=\varepsilon'(1+ip)$. The local field amplitude is $D/\varepsilon$, and its integral over the slab must equal $V_0$. With $E_0=V_0/(2a)$ and $\langle\;\rangle$ for the average over the slab, this gives

$$
\frac{|E|^2}{E_0^2}=\frac{1/(1+p^2)}{\big|\langle 1/(1+ip)\rangle\big|^2}.
$$

For small $p$, $1/(1+ip)=1-ip-p^2+\dots$, so the squared modulus in the denominator is $(1-\langle p^2\rangle)^2+\langle p\rangle^2=1-2\langle p^2\rangle+\langle p\rangle^2$ to second order. Hence

$$
\frac{|E|^2}{E_0^2}=1-p^2+2\langle p^2\rangle-\langle p\rangle^2+\dots
$$

There is no first-order term. A uniform field is therefore the limit of small loss tangent, and the correction will be evaluated below. The constancy of $\varepsilon'$ matters more: since $E\simeq D/\varepsilon'$, a relative change of $\varepsilon'$ across the slab changes the local field in first order.

With uniform field, the heat equation is

$$
C\frac{\partial T}{\partial t}=\kappa\frac{\partial^2T}{\partial x^2}+\frac{\omega\varepsilon''_0E_0^2}{8\pi}\,e^{\alpha(T-T_0)} .
$$

Put $\xi=x/a$ and $s=t/\tau$ with $\tau=a^2C/\kappa$. Since $T-T_0=\theta/\alpha$, the conduction term is $\kappa\theta_{\xi\xi}/(\alpha a^2)$. Multiplication of the whole equation by $\alpha a^2/\kappa$ gives

$$
\theta_s=\theta_{\xi\xi}+\delta e^{\theta},\qquad \theta(\pm1)=0,\qquad
\delta=\frac{\alpha a^2\omega\varepsilon''_0E_0^2}{8\pi\kappa}.
$$

This $\delta$ is the Frank-Kamenetskii parameter with the half-thickness as length. It compares heating at the face temperature with the conduction that a rise of $1/\alpha$ can drive.

A steady state obeys $\theta''+\delta e^\theta=0$, with primes for $d/d\xi$. For $\delta>0$ it has $\theta''<0$, so it is strictly concave, positive between the faces, and has a single maximum $\theta_m$ at some $\xi_0$. The functions $\theta(\xi_0+u)$ and $\theta(\xi_0-u)$ obey the same equation with the same value and zero slope at $u=0$, so they coincide. Each falls strictly with $u>0$ and reaches zero at one distance, hence the two faces are equally far from $\xi_0$, and $\xi_0=0$. Multiplying the equation by $\theta'$ and integrating from the centre gives

$$
\tfrac12\theta'^2=\delta\,(e^{\theta_m}-e^{\theta}).
$$

For $\xi>0$ the slope is negative. Define $w\ge0$ by $\theta=\theta_m-2\ln\cosh w$. Then $\theta'=-2w'\tanh w$, and $e^{\theta_m}-e^\theta=e^{\theta_m}(1-1/\cosh^2w)=e^{\theta_m}\tanh^2w$. The negative square root of the first integral becomes

$$
-2w'\tanh w=-\sqrt{2\delta e^{\theta_m}}\,\tanh w
\quad\Rightarrow\quad w'=\sqrt{\delta e^{\theta_m}/2}\equiv c .
$$

Since $w=0$ at the centre, $w=c\xi$. The condition $\theta(1)=0$ requires $e^{\theta_m/2}=\cosh c$, and the definition of $c$ then reads $c^2=\tfrac12\delta\cosh^2c$. Thus every steady state has the form

$$
\theta(\xi)=2\ln\frac{\cosh c}{\cosh c\xi},\qquad
\delta=\frac{2c^2}{\cosh^2c}.
$$

The existence of a steady state has become the question of which $\delta$ can be reached by varying $c>0$. The logarithmic derivative is

$$
\frac{d\ln\delta}{dc}=\frac2c-2\tanh c=\frac2c\,(1-c\tanh c).
$$

The product $c\tanh c$ has the positive derivative $\tanh c+c/\cosh^2c$ and runs from zero to infinity, so it equals one at a single point $c_*$. There $\delta$ has its one maximum; it falls to zero on both sides, as $c\to0$ and as $c\to\infty$. At the maximum $\tanh c_*=1/c_*$, so $1/\cosh^2c_*=1-1/c_*^2$, and

$$
\boxed{\;\delta_c=2(c_*^2-1)=0.878,\qquad c_*\tanh c_*=1,\quad c_*=1.19968\;}
$$

The arithmetic is $1.19968^2=1.43923$, hence $\delta_c=0.8785$. There are two steady states for $0<\delta<\delta_c$, one at $\delta_c$, and none above it. Integrating the differential equation outward from the centre for a range of $\theta_m$, without the closed form, and taking the largest $\delta$ gives the same value. If the full thickness $2a$ is used as length, the same physical threshold is $4\delta_c=3.514$.

At the maximum, called the fold because the two solutions merge there, the central value is $\theta_m=2\ln\cosh c_*=1.187$, and the loss at the centre is $e^{\theta_m}=3.28$ times that at the faces. The scaled heat flux out of a face is $-\theta'(1)=2c\tanh c$, which equals 2 at the fold.

The two ends of the solution curve have different meanings. For small $c$, $\delta\simeq2c^2$ and $\theta_m\simeq c^2$, so $\theta_m\simeq\delta/2$. This is the result for constant loss, whose profile is $\delta(1-\xi^2)/2$. For large $c$, $\cosh c\simeq e^c/2$, so $\delta\simeq8c^2e^{-2c}$ while $\theta_m\simeq2c-2\ln2$: even in a weak field there is a very hot interior whose heating and conduction balance, though this balance will prove unstable. This end of the curve belongs to the uniform-field equation and requires $t_0e^{\theta_m}\ll1$. For $t_0=0.01$ the central loss tangent reaches one at $\theta_m=4.6$; beyond that the field leaves the hot centre, and $\delta$ on the hot branch levels off near 0.12 instead of falling to zero. At $\delta=0.8$ the cool and hot states have $\theta_m=0.7465$ and $1.7706$. Constant loss would give $0.4$ there, and it would continue smoothly through $\delta_c$.

Whether either state can persist is decided by small disturbances. Add $\psi(\xi)e^{\lambda s}$ to a steady state and keep terms linear in $\psi$:

$$
\psi''+\delta e^\theta\psi=\lambda\psi,\qquad\psi(\pm1)=0 .
$$

The eigenfunction with the largest $\lambda$ has no zero inside the slab; take it positive. It is even because the problem is even and this eigenvalue is not degenerate. A comparison function comes from the steady equation itself. At fixed $\delta$ and without the face condition, $\ln(2b^2/\delta)-2\ln\cosh b\xi$ solves it for every $b$. Its derivative with respect to $b$, namely $(2/b)(1-b\xi\tanh b\xi)$, must solve the linearized equation with $\lambda=0$. Setting $b=c$ and dropping the constant factor gives

$$
\phi=1-c\xi\tanh c\xi,\qquad \phi''+\delta e^\theta\phi=0 .
$$

Multiply the equation for $\psi$ by $\phi$, subtract $\psi$ times the equation for $\phi$, and integrate between $-\xi_1$ and $\xi_1$:

$$
\lambda\int_{-\xi_1}^{\xi_1}\phi\psi\,d\xi
=\big[\phi\psi'-\psi\phi'\big]_{-\xi_1}^{\xi_1}
=2\big[\phi(\xi_1)\psi'(\xi_1)-\psi(\xi_1)\phi'(\xi_1)\big].
$$

On the cool branch $c\tanh c<1$, so $\phi>0$ throughout. With $\xi_1=1$, $\psi(1)=0$ and $\psi'(1)<0$, the right side is negative and $\lambda<0$: disturbances decay. At the fold $\phi(1)=0$, and $\lambda=0$. On the hot branch $\phi$ vanishes at some $\xi_1<1$. With that choice the right side is $-2\psi(\xi_1)\phi'(\xi_1)$, which is positive because $\phi$ decreases with $\xi$; hence $\lambda>0$. Matrix diagonalization at $\delta=0.8$ gives $\lambda=-0.937$ on the cool branch and $1.287$ on the hot branch, in units of $1/\tau$.

The absence of a steady state above $\delta_c$ also means runaway. Start from $\theta=0$. The rate $v=\theta_s$ begins with the positive value $\delta$ inside the slab and obeys $v_s=v_{\xi\xi}+\delta e^\theta v$ with $v=0$ at the faces. By the maximum principle $v$ stays positive, so the temperature rises monotonically. If it remained bounded it would converge, and the smoothing by heat conduction makes the limit a steady solution. Above $\delta_c$ there is none, so the rise is unbounded within the model. Below $\delta_c$ the starting profile lies under the cool state, and the comparison principle keeps it there; the limit is the cool state, since the hot state has a higher centre. A real material will change its properties, melt or puncture before the temperature grows without limit. The theory locates the loss of thermal balance and not the final damage.

Inserting $E_0=V_0/(2a)$ in $\delta$ removes the thickness:

$$
\delta=\frac{\alpha\omega\varepsilon''_0V_0^2}{32\pi\kappa},\qquad
V_{0c}=2\sqrt{\frac{8\pi\kappa\delta_c}{\alpha\omega\varepsilon''_0}} .
$$

At fixed voltage a thicker slab has a heating density smaller by $1/a^2$, but conduction over its greater length is weaker by the same factor. The critical field therefore falls as $1/a$, while the critical voltage stays constant. This holds for faces kept at $T_0$, and only while the critical field is below the electric strength of the material. A sufficiently thin slab breaks down electrically before it reaches the thermal threshold.

Poor cooling gives a different law. Suppose that each face loses heat at the rate $h(T-T_0)$ per area, so that $-\theta'(1)=B\,\theta(1)$ with $B=ha/\kappa$. If $B\ll1$, the temperature varies little across the slab, and integrating the steady equation from the centre to a face gives $\delta e^\theta\simeq B\theta$. Thus $\delta\simeq B\theta e^{-\theta}$, whose derivative vanishes at $\theta=1$, and the critical value is

$$
\delta_c\simeq B/e\qquad(B\ll1).
$$

It is much smaller than 0.878, and because $B\propto a$ the critical voltage now grows as $\sqrt a$. The number 0.878 is the limit $B\gg1$, in which the faces are good heat sinks.

For a numerical case take round model parameters: $a=0.1$ cm, $\kappa=2\times10^4$ erg/(s cm K), $C=2\times10^7$ erg/(cm$^3$ K), $\alpha=0.05$ K$^{-1}$, $\varepsilon'=3$, $\varepsilon''_0=0.03$, frequency 1 MHz and $T_0=300$ K. Then $\omega=6.283\times10^6$ s$^{-1}$ and

$$
V_{0c}=2\sqrt{\frac{8\pi(2\times10^4)(0.8785)}{(0.05)(6.283\times10^6)(0.03)}}\ \text{statV}
=13.69\ \text{statV}=4.10\ \text{kV}.
$$

The rms value is $13.69/\sqrt2=9.68$ statV. The critical field amplitude is $13.69/0.2=68.45$ statV/cm, or 20.5 kV/cm. A separate evaluation in SI units reproduces the voltage. The value assumes $B\gg1$, that is $h\gg\kappa/a=2\times10^5$ erg/(s cm$^2$ K), or 200 W/(m$^2$ K). With $h=10$ W/(m$^2$ K), $B=0.05$ and $\delta_c\simeq B/e=0.018$, and the critical voltage drops to about 0.6 kV.

The central rise at the threshold is $\theta_m/\alpha=1.187/0.05=23.7$ K, so the stable steady states have their centres below about 324 K. Constant loss would predict $0.8785/(2\times0.05)=8.8$ K at the same voltage. The exponential law has to hold over this interval of about 24 K, and somewhat beyond it, for the threshold to be right. If the loss stopped growing exactly at the end of the interval, the steady temperature would go on rising with voltage and there would be no threshold. If it follows the exponential to a higher temperature and stops growing there, the threshold remains, but the slab may then settle in a hotter steady state instead of running away. A gradual levelling-off slows the growth already inside the interval; it raises the threshold and can remove it, as happens for a loss proportional to $e^\theta/(1+e^{\theta-2})$. Each face carries away

$$
\frac{2\kappa}{\alpha a}=\frac{2(2\times10^4)}{(0.05)(0.1)}=8.0\times10^6\ \text{erg/(s cm}^2).
$$

The approach to the threshold is steep. Differentiating $d\ln\delta/dc$ once more gives $-2/c^2-2/\cosh^2c$, which at $c_*$ is $-2/c_*^2-2(1-1/c_*^2)=-2$. Hence $\delta\simeq\delta_c[1-(c-c_*)^2]$ near the fold. Also $d\theta_m/dc=2\tanh c=2/c_*$ there, so on the cool branch

$$
\theta_m\simeq1.187-\frac{2}{c_*}\sqrt{1-\frac{\delta}{\delta_c}} .
$$

At 98% of the critical voltage, $\delta/\delta_c=0.98^2=0.9604$, and this leading-order formula gives $\theta_m\simeq0.855$, a rise of 17.1 K. The closed solution gives 17.6 K. The last 2% of voltage thus adds about 6 K, and the slope of temperature against voltage becomes infinite at the threshold.

The thermal time is $\tau=a^2C/\kappa=10$ s. Time integration of the heat equation from $T_0$ at 98% of the critical voltage settles on the cool state. At 102% it runs away, reaching $\theta=6$ at the centre after 75 s. The central loss tangent is then about 4 and the field is no longer uniform, but this hardly affects the time, since all but about a second of it is spent below $\theta=3$. For a slab three times as thick the same voltages again lie on opposite sides of the threshold, and the runaway takes about 670 s, nine times as long, as $\tau\propto a^2$ requires. A voltage slightly above critical may therefore be survived if it is removed early enough.

The effect of the nonuniform field can now be found. To second order in $t_0$ the steady equation is $\theta''+\delta e^\theta(1+t_0^2g)=0$, with

$$
g=-e^{2\theta}+2\langle e^{2\theta}\rangle-\langle e^\theta\rangle^2 .
$$

At the fold write $\delta=\delta_c+t_0^2\delta_1$ and $\theta\to\theta+t_0^2\theta_1$, where $\theta$ is now the unperturbed critical profile. The terms in $t_0^2$ give

$$
\theta_1''+\delta_ce^\theta\theta_1=-e^\theta(\delta_1+\delta_cg).
$$

Multiply by the critical $\phi$ and integrate over the slab. Two integrations by parts leave no boundary terms, since $\phi$ and $\theta_1$ both vanish at the faces, and the left side becomes $\int\theta_1(\phi''+\delta_ce^\theta\phi)\,d\xi=0$. The right side must vanish too, so $\delta_1=K\delta_c$ with

$$
K=\frac{\int\phi e^{3\theta}d\xi}{\int\phi e^{\theta}d\xi}-2\langle e^{2\theta}\rangle+\langle e^\theta\rangle^2
=7.9765-2(5.7323)+(2.2767)^2=1.695 .
$$

This is the shift of the maximum itself: a small displacement of the maximum along the solution curve changes its height in second order. Thus $\delta_c$, defined with the nominal field $V_0/(2a)$, is multiplied by $1+1.695\,t_0^2$. For $t_0=0.01$ the relative increase is $1.7\times10^{-4}$, and a calculation with the full complex field confirms it. The critical voltage rises by half that fraction, which is negligible beside any likely uncertainty in $\alpha$ or $\kappa$.

The use of cycle-averaged heating can be checked in the same spirit. If the loss acts as a conductivity, the heating is $q(1+\cos2\omega t)$. Over one cycle conduction has no time to smooth the centre, so the oscillating part obeys $\theta_s\simeq\delta e^{\theta_m}\cos(2\omega\tau s)$, and its amplitude is

$$
\Delta\theta=\frac{\delta e^{\theta_m}}{2\omega\tau}.
$$

At $\delta=0.8$ and $\omega\tau=50$ this gives 0.0169, in agreement with direct time integration. In the example $\omega\tau=6.3\times10^7$, and the ripple at the threshold is $4.6\times10^{-7}$ K. Averaging would fail at frequencies so low that $\omega\tau$ is no longer large, where the slab heats and cools within each cycle. At the other extreme, the voltage must be the same all over the electrodes. Waves between them travel along the slab, so the electromagnetic wavelength in the material has to be long compared with the width of the electrodes. At 1 MHz and $\varepsilon'=3$ it is about $1.7\times10^4$ cm, so electrodes some tens of centimetres wide meet the condition easily.

## Computed values

```
c at the fold                          1.19968
cosh(c) at the fold                    1.81017
critical delta, formula                0.87846
critical delta, shooting               0.87846
critical delta, full thickness         3.5138
central theta at the fold              1.1868
exp(theta_m) at the fold               3.2767
scaled face flux at the fold           2.00000
test delta below the fold              0.80
c, cool and hot branch                 0.9186 1.5329
theta_m, cool and hot branch           0.7465 1.7706
growth rate, cool branch (1/tau)       -0.937
growth rate, hot branch (1/tau)        1.287
size of growth rate at fold (1/tau)    3.3e-06
K: mode-weighted exp(2 theta)          7.9765
K: mean exp(2 theta)                   5.7323
K: mean exp(theta)                     2.2767
field-correction coefficient K         1.6952
relative shift of delta_c, t0=0.01     1.70e-04
ripple test: omega*tau                 50
ripple test: theta amplitude, numeric  0.01687
ripple test: theta amplitude, formula  0.01688
half-thickness a                       0.10 cm
thermal conductivity kappa             2.0e+04 erg/(s cm K)
heat capacity per volume               2.0e+07 erg/(cm^3 K)
alpha                                  0.050 1/K
eps' and eps''_0                       3.00 0.030
loss tangent at faces                  0.010
frequency                              1.0e+06 Hz
angular frequency                      6.2832e+06 1/s
face temperature T0                    300 K
critical field amplitude               68.45 statV/cm
critical field amplitude, converted    20.52 kV/cm
critical voltage amplitude             13.690 statV
critical voltage amplitude, converted  4.104 kV
critical rms voltage                   9.680 statV
heating at faces, critical field       3.514e+07 erg/(s cm^3)
central temperature rise, critical     23.74 K
central temperature, critical          323.74 K
heat flux through each face            8.000e+06 erg/(s cm^2)
thermal time tau                       10.00 s
central temperature ripple amplitude   4.6e-07 K
central rise at 0.98 critical voltage  17.64 K
time to theta=6 at 1.02 V_c, a         75 s
time to theta=6 at 1.02 V_c, 3a        672 s
```
